Linear resistivity above the bandwidth in the infinite-U Hubbard model

Consider classical particles on a square lattice of spacing a, with at most one particle per site. A particle hops to each empty neighbouring site at rate Γ. Let n be the mean occupation, and let the occupations of different sites be independent. If neighbouring sites i and j have slightly different occupations, the net flow from i to j is

Γ[n_i(1−n_j) − n_j(1−n_i)] = Γ(n_i − n_j).

The products cancel, so exclusion leaves the diffusion constant at D = Γa². Now make the density uniform and apply a weak force F along the bond. Detailed balance is respected by the forward and backward rates Γexp(±Fa/2k_BT), and the net flow is

2Γn(1−n) sinh(Fa/2k_BT) ≈ Γn(1−n)Fa/(k_BT).

There is one such bond per width a. With F = eE, where E is the field, the sheet conductivity is therefore

σ = e²Γn(1−n)/(k_BT).

The hopping rate does not depend on temperature, yet the resistivity is proportional to T. A field can only bias the motion, and the bias is the ratio of the work Fa to the thermal energy. The factor n(1−n) says that a hop needs an occupied site next to an empty one.

Electrons in the Hubbard model at infinite on-site repulsion U obey the same exclusion, but their hopping is coherent and no rate Γ is given. The diffusion constant must come from the quantum dynamics, and it may depend on doping. In what follows ħ = k_B = a = 1, β = 1/T, the nearest-neighbour amplitude is t, and n = 1−p, where p is the hole doping. The bandwidth without interaction is 8t. The density is held fixed whenever temperature is varied.

The relation between σ and D does not rest on classical hopping. At uniform temperature the particle current at long wavelengths is

j = σE/e − D∇n.

Apply a static potential φ, with E = −∇φ, and let the system reach equilibrium. The local density is then n(μ−eφ), so ∇n = −χe∇φ = χeE, where χ = ∂n/∂μ. Equilibrium has no current, hence σ/e = Deχ, or

σ = e²χD.

This is the Nernst-Einstein relation. It separates the thermodynamics, contained in χ, from the dynamics, contained in D.

At temperatures far above t the sites are independent to leading order. Each is empty, or holds one up or one down electron. With z = exp(βμ), the site partition function is 1+2z, and

n = 2z/(1+2z),
χT = z dn/dz = 2z/(1+2z)² = n(1−n) ≡ g.

The first correction from hopping follows from ln Z. The mean of the hopping energy H vanishes for independent sites, and the next term is β²⟨H²⟩/2. A hop followed by its reverse contributes the probability g that the source is occupied and the target empty. Each site has four ordered neighbour pairs, so ⟨H²⟩ = 4t²g per site. Write n₀ and g₀ for the independent-site functions of z, and b = βt. Then

ln Z per site = ln(1+2z) + 2b²g₀.

Since dn₀/d ln z = g₀, one has dg₀/d ln z = g₀(1−2n₀). Differentiating once and twice gives

n = n₀ + 2b²g₀(1−2n₀),
χT = g₀ + 2b²[g₀(1−2n₀)² − 2g₀²].

At fixed n the first line gives g₀ = g − 2b²g(1−2n)², up to order b⁴. Substituted in the second, this cancels the term with (1−2n)², and

χ = (g/T)[1 − 4(t/T)²g].

On a ring each site has two neighbours and the 4 becomes 2. Exact diagonalization of a six-site ring at n = 0.80 and T = 20t gives a relative shift of −7.99×10⁻⁴, against −8.00×10⁻⁴ from the formula.

For the dynamics, let J be the total particle current along x, let N be the number of sites, and define

C(s) = Re⟨J(s)J(0)⟩/N.

The Kubo formula for the real conductivity at frequency ω is

σ(ω) = e²[(1−exp(−βω))/(2ω)] ∫ ds exp(iωs)⟨J(s)J(0)⟩/N,

with the integral over all times. As ω → 0, after the lattice has been made infinite, the bracket tends to β/2. The real part of the correlation is even in time and the imaginary part is odd, so

σ = e²β ∫₀^∞ C(s) ds.

Comparison with σ = e²χD gives D = ∫₀^∞ C ds/(χT). At infinite temperature this is also the rate at which a density disturbance spreads. Let V(s) be the second moment along x of ⟨δn_x(s)δn_0(0)⟩, divided by its sum g. For wave number q along x, the Fourier transform of this correlation is g(1−q²V/2+…). By continuity and stationarity its second time derivative is −q²C(s) at small q. Therefore

d²V/ds² = 2C(s)/g, and (1/2)dV/ds → ∫₀^∞ C ds/g = D.

D saturates if C(s) decays fast enough for its integral to be finite. Its leading temperature correction is then restricted by symmetry. Changing the sign of the electron operators on one sublattice sends H to −H and J to −J, but leaves the densities unchanged. It therefore exchanges β with −β and s with −s. Since C is even in s, it is even in β at fixed density. If the expansion in β is regular, σ/β, χT and D all approach their limits with corrections of order (t/T)². The resistivity then has the form AT + B/T + …, with no constant term.

It remains to find C(s) at infinite temperature. Write X_i^{ab} for the operator that changes site i from state b to state a, where the state is 0, up or down. The operator that moves an electron from j to i is

T_ij = Σ_σ X_i^{σ0}X_j^{0σ}, and H = −t Σ T_ij,

where the sum runs over ordered neighbour pairs. With δ_ij = x_i−x_j, the current is the time derivative of the total position:

J = it Σ δ_ij T_ij.

Two ordered pairs per site lie along x, and each contributes g to the average of J². Hence

C(0) = 2t²g.

The short-time expansion is C(s) = C(0)(1−m₂s²/2+…). Since dJ/ds = i[H,J],

m₂ = ⟨[H,J]†[H,J]⟩/⟨J²⟩.

The commutator shows how the current decays. Hops on disjoint bonds commute. Two hops that would both fill the same site, or both empty it, have zero product in either order. Opposite hops on one bond give

[T_ij,T_ji] = n_i(1−n_j) − n_j(1−n_i) = n_i−n_j.

After weighting with δ and summing, each density receives equal and opposite contributions from its left and right bonds, so these terms vanish. What remains are paths k → j → i with k ≠ i. Let Q_ijk = [T_ij,T_jk]. Collecting the two ways in which H and J can supply the hops gives

[H,J] = −it² Σ (δ_jk−δ_ij)Q_ijk.

On a straight path the two displacements are equal and the coefficient is zero. Only corner paths survive. The coefficient is the x displacement of the path, +1 or −1, if the x step comes first, and minus that displacement if it comes second. A diagonal pair of sites k and i is joined by two corner paths, through j and through j′, and these enter with opposite signs.

For one path the products of site operators give

Q_ijk = Σ_σσ′ X_i^{σ0}M_j^{σσ′}X_k^{0σ′}, with M_j^{σσ′} = δ_σσ′X_j^{00} + X_j^{σ′σ}.

The first term of M comes from T_ijT_jk. The second comes from −T_jkT_ij, and its minus sign is removed by reordering the fermion operators. If j is empty, the electron passes from k to i. If j is occupied, its electron moves to i and the electron from k replaces it. In either case an allowed initial state, with i empty and k occupied, becomes one final state of unit norm, so

⟨Q_ijk†Q_ijk⟩ = (1−n)n = g.

The overlap of the two routes needs the average of M on each intermediate site. This is δ_σσ′(1−n+n/2) = δ_σσ′(1−n/2). Summing over the two spins, each with probability n/2 at k,

⟨Q_ijk†Q_ij′k⟩ = (1−n)(n/2)·2·(1−n/2)² = g(1−n/2)².

If the routes led to identical states, their opposite signs would cancel, as they do for free electrons. Here both routes leave the same occupations, but the arrangement of the spins can record which route was taken. The incomplete overlap makes the current decay.

There are four ordered diagonal pairs per site, and different pairs give orthogonal changes of the charge configuration. Therefore

⟨[H,J]†[H,J]⟩/N = 4t⁴[2g − 2g(1−n/2)²]
= 8t⁴g(n−n²/4)
= 2t⁴g n(4−n).

Division by C(0) = 2t²g gives

m₂ = t²n(4−n) = t²(1−p)(3+p).

Exact traces on a ten-site periodic cluster give the same m₂ at all four dopings considered below; at p = 0.20 it is 2.56t².

The second moment fixes the initial decay of C, but not its whole shape. The simplest closed estimate takes a Gaussian,

C(s) = 2t²g exp(−m₂s²/2).

Its integral over positive times is 2t²g√(π/(2m₂)). Dividing by χT = g,

D = t²√(2π/m₂) = t√(2π/[(1−p)(3+p)]).

The factor g has cancelled from D, so it enters the resistivity once, through the compressibility. With ħ and k_B restored,

ρ = (ħ/e²)(k_BT/t) √[(1−p)(3+p)/(2π)] / [p(1−p)].

The linear law and the factor p(1−p) do not depend on the Gaussian assumption, provided that D is finite. The square root does.

As p → 0 the Gaussian slope tends to √(3/(2π))/p = 0.691/p, in units of ħ/e² per unit of k_BT/t. The Gaussian diffusion constant stays finite, because m₂ tends to 3t²: a hole still moves, and its current still decays in the disordered spin background. The compressibility vanishes with the number of empty sites, and this makes the slope diverge. Between p = 0.05 and 0.30 the Gaussian D rises by 12%, from 1.47 to 1.65 a²t/ħ, while p(1−p) grows by a factor of 4.4. On the clusters described below D rises more over the same range, by 39% on 10 sites and by 24% along x on 12 sites, but still far less than p(1−p). In this range most of the doping dependence is thermodynamic.

In the opposite limit, n → 0, the Gaussian is the wrong shape. It gives D proportional to n^(−1/2) and a slope that diverges in the same way. A kinetic estimate has electrons moving freely between rare collisions, at a rate proportional to n. Then D is proportional to 1/n, and nD, and with it the slope, stays finite. The formula should therefore be kept to small hole doping. The cluster comparison below ends at p = 0.30, where the Gaussian slope already exceeds the cluster values by 34 to 50%, and the excess grows with p.

One dimension is a stronger exception. A chain with nearest-neighbour hopping has no corner paths, so [H,J] = 0 and the current never decays. A density disturbance spreads ballistically, V = 2t²s², and D does not exist. At ts = 0.2 this gives V = 0.0800, and an exact calculation on a five-site open chain gives 0.07999.

For a worked example take p = 0.20 and k_BT = 10t, which is above the bandwidth of 8t. Then

χT = 0.80×0.20 = 0.160, so χ = 0.0160 per t per site,
m₂ = 0.80×3.20 = 2.56 (t/ħ)²,
D = √(6.283/2.56) = 1.57 a²t/ħ,
dρ/d(k_BT/t) = 1/(0.160×1.567) = 3.99 ħ/e².

The sheet resistance is 10×3.99 = 39.9 ħ/e². Since ħ/e² = 4.108 kΩ, this is about 164 kΩ, or 6.3 times h/e². A diffusion constant of order a²t/ħ means that the current loses its memory after a displacement of one to two lattice spacings. This saturation of D puts no ceiling on the resistivity, because the compressibility keeps falling as 1/T.

The error of the Gaussian can be judged from the time evolution of small periodic clusters, with the integral of C cut off at 3ħ/t. The 10-site cell is spanned by (3,1) and (−1,3) and treats x and y alike. The 12-site cell is spanned by (3,1) and (0,4) and does not; its values below are for the current along x. The traces are estimated with one random vector. On 10 sites at p = 0.20, using the sampled C(0) in place of the exact one changes the slope from 2.897 to 2.908, which indicates the size of the sampling error. The slopes, in ħ/e² per unit of k_BT/t, are:

p = 0.05: Gaussian 14.3; 10 sites 11.7; 12 sites 11.8
p = 0.10: Gaussian 7.40; 10 sites 5.85; 12 sites 6.04
p = 0.20: Gaussian 3.99; 10 sites 2.90; 12 sites 3.13
p = 0.30: Gaussian 2.89; 10 sites 1.91; 12 sites 2.15

Relative to the 12-site values, the Gaussian slope is too large by 21% at p = 0.05 and by 34% at p = 0.30; with the current along y in the same cell the excess is about 24% and 50%. The correlation function shows why. At p = 0.20 the two forms of C(s)/C(0) nearly agree at s = 0.5ħ/t, with 0.740 on the cluster and 0.726 for the Gaussian. At s = ħ/t they are 0.367 and 0.278, and at 2ħ/t they are 0.103 and 0.006. The true decay on the cluster has a slower tail, which increases D. With the 12-site slope the resistance in the example is about 130 kΩ along x and 120 kΩ along y, instead of 164 kΩ.

The cluster values are not the infinite-lattice answer either. At the end of the time window C(s)/C(0) is still 0.068 along x and about 0.10 along y for 12 sites at p = 0.20. A tail that stayed positive would lower the slope further, but part of the tail comes from the small size. On 10 sites at p = 0.20, C(s)/C(0) levels off at 0.13 to 0.16 instead of decaying, and the slope falls from 2.9 to 2.6 and 2.1 when the window is extended from 3ħ/t to 4ħ/t and 6ħ/t. The cluster slopes therefore hold for the stated window only. Along x the 12-site slope differs from the 10-site one by about 1% at p = 0.05, too little to separate from the sampling error, and is 12% higher at p = 0.30. Along y the 12-site slopes are about 11.5, 5.8, 2.9 and 1.9, close to the 10-site values. The 12% is therefore an effect of cell shape and direction, and the two clusters show no trend with size. The fall of the slope with doping is common to all three estimates, but its exact steepness and the numerical prefactor remain uncertain.

The linearity in T is much less sensitive to these errors. On the 10-site cluster at p = 0.20, with the same time window, ρ/T exceeds its high-temperature limit by 0.73% at k_BT = 8t and by 0.18% at 16t in the random-vector estimate, and by 0.82% and 0.21% when the traces are taken exactly. Doubling T reduces the deviation by about four, as a correction of order (t/T)² requires. At k_BT = 8t the formula for χ gives a reduction of 1.0%, while D on the cluster rises by only 0.1 to 0.2%, so at this doping the deviation comes from the compressibility. The split depends on doping: at p = 0.05 and the same temperature χ falls by 0.3% and D by about 1.1%, and ρ/T exceeds its limit by 1.4%.

A finite U adds a condition at the other end of the temperature range. For isolated sites let d be the probability of double occupation. The variance of the site occupation is then χT = n + 2d − n², so χ changes by the fraction 2d/g at fixed n. For U = 100t and k_BT = 10t this is 0.05% at p = 0.20 and 0.9% at p = 0.05. Closer to half filling, thermally created doubly occupied and empty sites become comparable in number to the doped holes, and they cut off the 1/p divergence. The formula thus needs t ≪ k_BT ≪ U and a doping well above the thermal density of doubly occupied sites. This estimate counts only thermal double occupation of isolated sites. Virtual hops onto occupied sites also raise χ. At p = 0.20 they add a fraction of about 4t²g/(U k_BT), or 0.06%, so the total change there is about 0.11%; at p = 0.05 the total stays near 0.9%. The effect of finite U on D is not included.

In an ordinary solid the regime itself is the broken assumption. A bandwidth of 1 eV corresponds to roughly 12,000 K, so the result cannot be carried over to a linear resistivity measured at or below room temperature in such a material. There χ need not fall as 1/T, and where it is nearly constant a linear law must come from D. Even in a very narrow band, phonons and repulsion between neighbouring sites would change D. Suppose that neighbouring electrons repel with energy V₁ ≪ k_BT. In a hop the electron leaves the three other neighbours of its old site and meets the three other neighbours of its new one. These six occupations are independent, so the energy change fluctuates with variance 6V₁²g. This adds 6V₁²g/ħ² to m₂. For p = 0.20 and V₁ = t, m₂ rises from 2.56 to 2.56 + 0.96 = 3.52 (t/ħ)². In the Gaussian estimate the slope then grows by the factor √(3.52/2.56) = 1.17. On the 10-site cluster, with the window of 3ħ/t, the factor is about 1.3, since the repulsion also suppresses the slow tail: C(s)/C(0) at the end of the window falls from 0.12 to 0.03. At leading order the resistivity remains linear in T, but its slope is no longer set by t and p alone. The repulsion does not change sign under the sublattice transformation, so corrections of first order in 1/T appear. The four neighbours shift μ by 4V₁n, which lowers χ by the fraction 4gV₁/(k_BT), about 6% at k_BT = 10t, and a constant term in ρ is no longer excluded. The shift of χ does not give the size of that term, because D changes at the same order in the opposite direction. On the 10-site cluster at p = 0.20, V₁ = t and k_BT = 10t, the first-order change of D is about +5.5% and that of ρ/T only about +1%.

The numerical output below lists the values computed by the program.

Numbers as computed

```
Units: energy t, time hbar/t, length a, resistance hbar/e^2
example: doping 0.20, density 0.80, T 10 t, U 100 t
bandwidth 8 t
hbar/e^2 = 4.1082 kohm
chi*T = n(1-n) = 0.1600
chi = 0.01600 per t per site
relative chi correction at T: -0.00640
C(0) = 0.3200 t^2 a^2/hbar^2
m2 = 2.5600 (t/hbar)^2
D Gaussian = 1.5666 a^2 t/hbar
slope Gaussian = 3.9894 hbar/e^2 per (k_B T/t)
slope Gaussian = 16.389 kohm per (k_B T/t)
rho Gaussian = 39.894 hbar/e^2 = 163.89 kohm
rho Gaussian / (h/e^2) = 6.349
small-doping limit of p*slope = 0.6910
Ring and chain tests at density 0.80
ring, T = 20 t: relative chi shift -7.9882e-04, formula -8.0000e-04
ring: largest element of [H,J] 0.0e+00 t^2 a/hbar
chain, time 0.2: variance 0.079987 a^2, from current 0.080000 a^2
Doping | m2 exact trace | m2 formula | D Gaussian
0.05 | 2.897500 | 2.897500 | 1.4726
0.10 | 2.790000 | 2.790000 | 1.5007
0.20 | 2.560000 | 2.560000 | 1.5666
0.30 | 2.310000 | 2.310000 | 1.6492
Slopes: doping | Gaussian | 10 sites | 12 sites (hbar/e^2)
0.05 | 14.296 | 11.742 | 11.803
0.10 | 7.404 | 5.854 | 6.036
0.20 | 3.989 | 2.897 | 3.128
0.30 | 2.887 | 1.913 | 2.148
cluster time window 3.0 hbar/t
C(s)/C(0), doping 0.20: time | 12 sites | Gaussian
0.25 | 0.9240 | 0.9231
0.50 | 0.7400 | 0.7261
1.00 | 0.3670 | 0.2780
2.00 | 0.1028 | 0.0060
3.00 | 0.0682 | 0.0000
10-site Kubo, doping 0.20: T/t | rho | (rho/T)/(limit) | D
8 | 23.435 | 1.0073 | 2.1519
16 | 46.615 | 1.0018 | 2.1493
10-site limit: rho/T 2.9081, D 2.1492
Finite U, atomic limit: doping | double occupancy | chi change
0.05 | 2.039e-04 | 8.584e-03
0.20 | 3.631e-05 | 4.538e-04
```
